# Bond Forces in a Biased Junction: Contour Integration and Narrow Resonances

## A resonance sampled on a uniform mesh

Consider a Lorentzian of unit area, half-width \(\gamma\) and centre \(\varepsilon_r\),
\[
L(E)=\frac{\gamma/\pi}{(E-\varepsilon_r)^2+\gamma^2},
\]
summed on the points \(E_0+nh\). Poisson's summation formula gives
\[
h\sum_n L(E_0+nh)=\sum_{m=-\infty}^{\infty}\int L(E)\,e^{2\pi i m(E-E_0)/h}\,dE .
\]
The term \(m=0\) is the integral, and the others are the error. For \(m>0\) the exponential decays in the upper half plane. Closing the path there encloses the pole \(z_r=\varepsilon_r+i\gamma\), whose residue is \((\gamma/\pi)/(2i\gamma)=1/(2\pi i)\). The term is therefore \(q^m\), with
\[
q=e^{2\pi i(z_r-E_0)/h},\qquad |q|=e^{-2\pi\gamma/h}.
\]
Terms with \(m<0\) are the complex conjugates. The geometric series gives the error
\[
2\,\mathrm{Re}\,\frac{q}{1-q}. \tag{1}
\]
For \(\gamma=0.00769\) eV and \(h=0.02\) eV, \(|q|=e^{-2.416}=0.0893\). A mesh point on the resonance makes \(q\) positive, and the area is then wrong by \(2(0.0893)/0.9107=0.196\), about 20%. Halving \(h\) squares \(|q|\).

The odd partner \((E-\varepsilon_r)/[(E-\varepsilon_r)^2+\gamma^2]\), cut off by a smooth window, has residue \(1/2\) times the window at \(z_r\). If the window is nearly constant across the resonance, the error is proportional to \(\mathrm{Re}[2\pi i\,q/(1-q)]=-2\pi\,\mathrm{Im}[q/(1-q)]\). This vanishes when \(q\) is real, so the mesh that is worst for the area looks converged for the odd function. Below, the charge behaves like the first function and the bond force like the second.

## The density matrix under bias

The algebra uses atomic units, so \(\hbar=e=1\); numbers are in eV and Å. The electrons are independent, the orbitals orthogonal, and the device Hamiltonian \(H\) real and symmetric. Lead \(\alpha=L,R\) is filled by \(f_\alpha(E)=1/[e^{(E-\mu_\alpha)/kT}+1]\), and there are no bound states outside the bands.

Let \(|k\rangle\) be a state of isolated lead \(\alpha\), and \(V_\alpha\) its coupling into the device. Switching on the coupling in the distant past turns \(|k\rangle\) into \(|k\rangle+G_{\rm tot}V_\alpha|k\rangle\), whose device part is \(GV_\alpha|k\rangle\). Eliminating the leads gives
\[
G=(E+i0-H-\Sigma_L-\Sigma_R)^{-1},\qquad \Sigma_\alpha=V_\alpha g_\alpha V_\alpha^\dagger ,
\]
with \(g_\alpha\) the isolated lead's Green function. Since \(g_\alpha-g_\alpha^\dagger=-2\pi i\sum_k|k\rangle\delta(E-E_k)\langle k|\),
\[
\Gamma_\alpha=i(\Sigma_\alpha-\Sigma_\alpha^\dagger)=2\pi\sum_k V_\alpha|k\rangle\delta(E-E_k)\langle k|V_\alpha^\dagger .
\]
Summing the occupied states gives, per spin and with \(\rho_{ij}=\langle c_j^\dagger c_i\rangle\),
\[
\rho=\int\frac{dE}{2\pi}\,(A_Lf_L+A_Rf_R),\qquad A_\alpha=G\Gamma_\alpha G^\dagger. \tag{2}
\]
Next, \((G^\dagger)^{-1}-G^{-1}=\Sigma-\Sigma^\dagger=-i(\Gamma_L+\Gamma_R)\), where \(\Sigma=\Sigma_L+\Sigma_R\). Multiplying by \(G\) on the left and \(G^\dagger\) on the right gives \(G-G^\dagger=-i(A_L+A_R)\), or
\[
A_L+A_R=i(G-G^\dagger)=-2\,\mathrm{Im}\,G. \tag{3}
\]
The last form holds because \(G\) is symmetric. Writing \(f_L=f_R+D\), with \(D=f_L-f_R\), turns (2) into
\[
\rho=-\frac1\pi\,\mathrm{Im}\!\int G f_R\,dE+\int\frac{dE}{2\pi}A_L D. \tag{4}
\]
Writing \(f_R=f_L-D\) instead gives
\[
\rho=-\frac1\pi\,\mathrm{Im}\!\int G f_L\,dE-\int\frac{dE}{2\pi}A_R D. \tag{5}
\]
I call these the right-lead and left-lead references. A bound state would break their equivalence: \(A_\alpha\) misses it, while the first integral would fill it according to the chosen reference.

## Moving the equilibrium part off the axis

The retarded \(G\) is analytic in the upper half plane. The Fermi function has poles there at \(z_n=\mu+i\pi kT(2n+1)\). Near one of them \(e^{(z-\mu)/kT}\simeq-[1+(z-z_n)/kT]\), so \(f\simeq-kT/(z-z_n)\). Let \(C\) run from left to right above the real axis and above the first \(N_p\) poles. The real axis followed forwards and \(C\) followed backwards form a counterclockwise loop, hence
\[
\int Gf\,dE=\int_C Gf\,dz-2\pi i\,kT\sum_{n=0}^{N_p-1}G(z_n). \tag{6}
\]
The path starts at \(b=-6\) eV, below the bands. A circular arc leads to \(s+i\eta\), with \(s=\mu-30kT\) and \(\eta=2\pi kTN_p\). Its centre \(c\) lies on the real axis; equating the two radii, \((s-c)^2+\eta^2=(c-b)^2\), gives \(c=(s^2+\eta^2-b^2)/[2(s-b)]\). A horizontal line then runs to \(\mu+30kT+i\eta\). This height lies midway between Fermi poles, and there \(f(x+i\eta)=f(x)\) because \(e^{2\pi iN_p}=1\).

Near the resonance energy \(G\) is sampled no lower than \(\pi kT\), while its own pole lies at \(-\gamma\) on the continued lower sheet. Shrinking \(\gamma\) therefore does not bring a singularity onto the path.

The window term cannot be moved in this way. Its factor \(G^\dagger\) continues as \([G(z^*)]^\dagger\), which has a pole at \(+i\gamma\). The product has resonance poles on both sides of the axis.

## From density matrix to force and current

For a bond of length \(d_b\), the electronic force, positive when it lengthens the bond, is
\[
F_b=-2\,\mathrm{Tr}\!\left[\rho\,\frac{\partial H}{\partial d_b}\right], \tag{7}
\]
with 2 for spin. At zero bias the grand potential is \(\Omega=-2kT\,\mathrm{Tr}\ln(1+e^{-(H-\mu)/kT})\). Cyclicity of the trace gives \(d\Omega=2\,\mathrm{Tr}[f(H)\,dH]\), so \(F_b=-\partial\Omega/\partial d_b\). Under bias, (7) is the mean of the force operator, and no such potential is assumed.

Take a loose atom \(c\) between atoms \(l\) and \(r\) that end two uniform chains. The hopping elements are \(H_{lc}=-t_L\) and \(H_{cr}=-t_R\), with \(t_\alpha=t\,e^{-(d_\alpha-a)/\lambda}\). Since \(\partial H_{lc}/\partial d_L=t_L/\lambda\) and \(\rho\) is Hermitian,
\[
F_L=-\frac{4t_L}{\lambda}\,\mathrm{Re}\,\rho_{lc}, \tag{8}
\]
and similarly for \(F_R\). The loose atom is the right end of the left bond and the left end of the right bond, so its net force along the chain is \(F_L-F_R\). Ionic repulsion is taken to be independent of \(\rho\); it cancels from the bias-induced change at fixed geometry.

The imaginary part carries current. From \(i\dot\rho=[H,\rho]\), the flow from \(l\) into \(c\) is \(-i(H_{cl}\rho_{lc}-\rho_{cl}H_{lc})=2H_{cl}\,\mathrm{Im}\,\rho_{lc}\) per spin. The electron current is thus \(-4t_L\,\mathrm{Im}\,\rho_{lc}\).

## Why the force integrand is nearly odd

Let \(g_\alpha\) now denote the surface element of a chain's Green function. Removing one atom leaves the same chain, so \(g_\alpha=1/(w-t^2g_\alpha)\), where \(w=E-\mu_\alpha\) because each band centre is placed at its chemical potential. The retarded root of this quadratic is
\[
g_\alpha=\frac{w-i\sqrt{4t^2-w^2}}{2t^2}.
\]
Near the band centre \(\mathrm{Im}\,g_\alpha\simeq-1/t\), while \(\mathrm{Re}\,g_\alpha=w/2t^2\) is small.

The loose atom has \(G_{cc}=1/(E-\varepsilon_c-t_L^2g_L-t_R^2g_R)\). With level widths \(\Delta_\alpha=-2t_\alpha^2\,\mathrm{Im}\,g_\alpha\), this gives \(\gamma\simeq(\Delta_L+\Delta_R)/2\) and \(\mathrm{Im}\,G_{cc}=-\tfrac12(\Delta_L+\Delta_R)|G_{cc}|^2\).

A wave from the right reaches \(l\) through \(c\), with amplitude \(-t_Lg_L\) times that on \(c\). Therefore
\[
\mathrm{Re}(A_R)_{lc}=-t_L\Delta_R\,\mathrm{Re}\,g_L\,|G_{cc}|^2. \tag{9}
\]
Equation (3) with \(G_{lc}=-t_Lg_LG_{cc}\) gives \((A_L+A_R)_{lc}=2t_L\,\mathrm{Im}(g_LG_{cc})\). Expand the imaginary part, insert \(\mathrm{Im}\,G_{cc}\), and subtract (9). The terms in \(\Delta_R\) cancel:
\[
\mathrm{Re}(A_L)_{lc}=2t_L\,\mathrm{Im}\,g_L\,\mathrm{Re}\,G_{cc}-t_L\Delta_L\,\mathrm{Re}\,g_L\,|G_{cc}|^2. \tag{10}
\]
Neglecting the slow energy dependence of \(g_\alpha\), \(\mathrm{Re}\,G_{cc}\) is odd about \(\varepsilon_r\) and \(|G_{cc}|^2\) is even. The force integrand is thus nearly odd. The charge integrand, proportional to \((A_L)_{cc}=\Delta_L|G_{cc}|^2\), is even up to the variation of \(D\).

## The error law

Let \(F(E)\) be a window integrand, real on the axis, with residue \(R\) at \(z_r\). In each Poisson term with \(m>0\), raise the path past \(z_r\) but keep it below the Fermi poles at height \(\pi kT\). The resonance contributes \(2\pi iRq^m\). Summing over \(m\) and adding the conjugates gives
\[
I_h-I\simeq2\,\mathrm{Re}\,\frac{2\pi iR}{q^{-1}-1}. \tag{11}
\]
The remainder is governed by \(e^{-2\pi(\pi kT)/h}\), so the law requires \(\gamma\) well below \(\pi kT\). For a broader level, or at low temperature, the Fermi poles limit the mesh instead. The integrals are cut at \(\pm(V/2+35kT)\), well inside the bands, where \(D\) is negligible.

For the left bond in the right-lead reference, (8) and the first term of (10) give
\[
F(E)\simeq-\frac{4t_L}{\lambda}\,\frac{D}{2\pi}\left(-\frac{2t_L}{t}\right)\mathrm{Re}\,G_{cc}
=\frac{4t_L^2}{\pi\lambda t}\,D\,\mathrm{Re}\,G_{cc}. \tag{12}
\]
The continued \(\mathrm{Re}\,G_{cc}\) has residue \(1/2\), so \(R\simeq2t_L^2D(\varepsilon_r)/(\pi\lambda t)\). To first order in \(q\), the largest error over offsets is
\[
4\pi|R|e^{-2\pi\gamma/h}=\frac{8t_L^2D(\varepsilon_r)}{\lambda t}\,e^{-2\pi\gamma/h}. \tag{13}
\]
An absolute tolerance \(\tau\) then needs \(h=2\pi\gamma/\ln(4\pi|R|/\tau)\), and the number of points grows as \(1/\gamma\) at fixed relative tolerance.

## A mesh that follows the pole

First find the pole by iterating \(z=\varepsilon_c+t_L^2g_L(z)+t_R^2g_R(z)\) with the continued \(g_\alpha\). Then substitute
\[
E=\varepsilon_r+\gamma\sinh u,\qquad dE=\gamma\cosh u\,du.
\]
Since \((E-\varepsilon_r)^2+\gamma^2=\gamma^2\cosh^2u\), the Lorentzian becomes \(du/(\pi\cosh u)\) and its odd partner \(\tanh u\,du\). The resonance poles now lie at \(u=\pm i\pi/2\), whatever \(\gamma\) is.

A Fermi pole obeys \(\sinh u=(\mu_\alpha-\varepsilon_r+i\pi kT)/\gamma\). For small \(\gamma\) its height tends to \(\arctan(\pi kT/|\mu_\alpha-\varepsilon_r|)\), also independent of \(\gamma\). The step in \(u\) can stay fixed while the range grows as \(2\ln(1/\gamma)\), so the cost is logarithmic. This map serves a single resonance. Several separate ones could be given one map each on subintervals, but the uniform sum in \(u\) would then have to be replaced by a rule suited to nonzero end values, such as Gauss–Legendre.

## Worked example

Take \(t=2\) eV, \(a=2.5\) Å, \(\lambda=1\) Å, gaps of 5.5 and 5.8 Å, \(\varepsilon_c=0.03\) eV, \(T=378\) K and a bias of 0.2 V. Thus \(\mu_{L,R}=\pm0.1\) eV and electrons flow to the right. The weak hoppings are \(2e^{-3}=0.0996\) eV and \(2e^{-3.3}=0.0738\) eV. The widths are \(\Delta_L=0.00991\) and \(\Delta_R=0.00544\) eV. Half their sum is 0.00768 eV; the pole iteration, which keeps the energy dependence of \(g_\alpha\), gives \(\gamma=0.00769\) eV, well below \(\pi kT=0.102\) eV.

**Checks.** At zero bias, the contour density matrix agrees with diagonalization of a 1001-atom chain to \(4\times10^{-13}\). The bond forces agree with finite differences of its grand potential to \(2\times10^{-8}\) eV/Å.

For the biased state, both gaps were shortened by 0.6 Å, so that transients die faster. A 1441-atom chain, with its leads filled separately and the loose atom empty, was evolved for 217 fs, before reflections return from its ends. Its central density matrix agrees with (4) to \(6\times10^{-7}\). In the example itself, the currents through both bonds match the Landauer integral within one part in \(10^7\).

**Equilibrium part.** With 40 arc points, 120 line points and 5 Fermi poles, doubling the arc and line meshes shifts the left-bond force by \(3\times10^{-15}\) eV/Å. These figures are for the right-lead reference, in which \(f_R\) leaves the resonance nearly empty. Spending the same 165 points on the real axis then gives errors up to \(2\times10^{-4}\) eV/Å over eight offsets. In the left-lead reference, where the resonance is mostly filled, the real-axis error reaches \(9\times10^{-3}\) eV/Å.

**Window part.** At the resonance \(D=f_L-f_R=0.877\). The prefactor in (13) is \(8(0.0996)^2(0.877)/2=0.0348\) eV/Å. For \(h=0.02\) eV the estimate is \(0.0348\times0.0893=3.1\times10^{-3}\) eV/Å. The largest errors found over sixteen offsets are:

| \(h\) (eV) | left-bond error (eV/Å) |
|---|---|
| 0.020 | \(3.10\times10^{-3}\) |
| 0.010 | \(2.79\times10^{-4}\) |
| 0.005 | \(2.22\times10^{-6}\) |

At every offset (11), with a numerically evaluated residue, reproduces the error to within 0.2% of the largest error at that step.

**False convergence.** Keep \(h=0.02\) eV and put a mesh point on the resonance. The force error falls to \(3.1\times10^{-5}\) eV/Å, a hundredth of its worst value, while the charge error is at its largest, 0.22 electron.

The small remainder has two sources. The slope of \(D\) gives the odd term a contribution of \(+6.93\times10^{-5}\) eV/Å, and the even term in (10) gives \(-3.86\times10^{-5}\). Agreement at one offset is therefore no evidence of convergence; shifting the mesh by \(h/4\) reveals the error.

**Choice of reference.** In the left-lead reference, the left bond's window contains (9) alone. Here \(\mathrm{Re}\,g_L\simeq-0.07/8=-0.009\ \mathrm{eV}^{-1}\), against \(|\mathrm{Im}\,g_L|\simeq0.5\ \mathrm{eV}^{-1}\). The worst error at \(h=0.02\) eV drops from \(3.1\times10^{-3}\) to \(2.1\times10^{-5}\) eV/Å.

By mirror symmetry the right bond favours the right-lead reference. The advantage requires energies near the adjacent band's centre, and it does not remove the charge error.

The difference between the two references equals the sum of the mesh errors of the \(A_L\) and \(A_R\) terms, apart from contour error. At the worst offset it is \(3.1\times10^{-3}\) eV/Å and exposes the fault. With a point on the resonance both force errors are small, so the force mismatch is small too. The charge errors then add, because both charge integrands are positive and even.

**Narrower levels.** Stretch both gaps equally, with all else fixed, and demand a left-bond error of \(10^{-4}\) relative to its total force. The uniform mesh is judged at its worst offset:

| stretch (Å) | \(\gamma\) (eV) | uniform points | sinh points |
|---|---|---|---|
| 0 | \(7.7\times10^{-3}\) | 491 | 26 |
| 1 | \(1.04\times10^{-3}\) | 3626 | 34 |
| 2 | \(1.41\times10^{-4}\) | 26796 | 42 |

The sinh range is about \(2\ln(2.48/\gamma)\), with \(\gamma\) in eV: 11.6, 15.6 and 19.6. Dividing by the number of intervals gives steps of 0.46, 0.47 and 0.48, nearly constant as predicted. Halving the contour's arc and line meshes changes its left-bond force by \(4\times10^{-8}\), relative to that force, in all three cases.

## Reading the force

At zero bias the left and right bond forces are \(-0.0274\) and \(-0.0150\) eV/Å. Under bias they are \(-0.0246\) and \(-0.0112\) eV/Å. Both bonds pull less strongly, and the right one loses more. The net force changes by \(-0.0010\) eV/Å, or \(-1.6\) pN, against the electron flow.

The left-lead reference shows why the left bond weakens, and the right-lead reference does the same for the right bond. Neglecting the small term (9) and replacing \(g_L\) by its band-centre value \(-i/t\), the left bond order is governed by \(-\int \mathrm{Re}\,G_{cc}f_L\,dE\). At low temperature and small width this varies as \(-\ln|\mu_L-\varepsilon_r|\), so a bond is strongest when the chemical potential of its own lead sits at the level. The bias increases that distance from 0.03 to 0.07 eV on the left and to 0.13 eV on the right. Both bonds weaken, the right one more in proportion.

The logarithm does not give the sign of the net change. Each loss carries a factor \(t_\alpha^2\), and in eV² \((0.0996)^2\ln(0.07/0.03)=0.0084\) on the left slightly exceeds \((0.0738)^2\ln(0.13/0.03)=0.0080\) on the right, whereas the computed loss is larger on the right. Since \(kT\) is comparable with 0.03 eV here, the low-temperature formula is too crude for this small difference. Thermal smearing replaces \(\ln|\mu_\alpha-\varepsilon_r|\), up to a constant, by \(\mathrm{Re}\,\psi\!\left(\tfrac12+[\gamma+i(\varepsilon_r-\mu_\alpha)]/2\pi kT\right)\), with \(\psi\) the digamma function. With the prefactor \(4t_\alpha^2/(\pi\lambda t)\) this gives a net change of \(-0.00097\) eV/Å. The sign depends on temperature: the full result is \(-0.0003\) eV/Å at 200 K and \(+0.0002\) eV/Å at 77 K.

This small difference is sensitive. Changing one setting at a time, moving the atom 0.1 Å to the right gives \(-0.0023\) eV/Å, raising the level by 0.1 eV gives \(-0.0089\), and cooling to 300 K gives \(-0.0008\).

## What the example says about copper

The spacing is close to the distance between neighbouring atoms in copper, and the temperature is that of a hot interconnect, 105 °C. The level, gaps and decay length are illustrative choices for a loose atom in a broken atomic thread. The hopping is an effective value for a chain with one orbital per atom; it gives a Fermi velocity of \(1.5\times10^6\) m/s, close to the free-electron value for copper. The current is 1.4 µA. Spread over one 2.5 Å square, this is about 2300 MA/cm², roughly a thousand times the working density of an ordinary line; it is a local value, not a line rating.

The one-electron assumption fails for such an atom. A rough charging energy of 4 eV is about 260 times the total width \(\Delta_L+\Delta_R\). With the level held fixed, a rate equation gives 1.17 electrons on the atom when double occupation is free and 0.74 when it is forbidden.

The omitted direct force of the field matters as well. For a core of charge one and an average field across the gaps, it is \((1.145-1)(0.2)/11.3=+0.0026\) eV/Å, which outweighs the computed bias-induced force, so that the sum of these two has the opposite sign. With 0.74 electron it would be \(-0.0046\) eV/Å. Vibrations are omitted too. A quantum of 0.02 eV, which would exceed the level width, needs a stiffness of about 6 eV/Å² and so an atom held by bonds outside this model. The electronic force computed here has a stiffness of only \(-0.07\) eV/Å², which is destabilizing and corresponds to about 2 meV.

Self-consistent screening, d orbitals and three-dimensional leads are absent, and their effects are not estimated. The mesh errors are therefore established for the stated model, while even the sign of the force on a real copper atom is left open. The numerical output below gives the main values at higher precision.

## Calculated quantities

```
hopping 2.0 eV, spacing 2.5 A, decay length 1.0 A
gaps 5.5 and 5.8 A, level 0.03 eV, bias 0.2 V
temperature 378 K, kT 0.03257 eV, pi kT 0.1023 eV
lead Fermi velocity 1.519e+06 m/s
weak hoppings left 0.09957, right 0.07377 eV
level widths Gamma left 0.00991, right 0.00544 eV
resonance centre 0.03000 eV, half-width 0.007691 eV
closed chain vs contour, max density difference 3.9e-13
free-energy slope vs bond force, difference 1.7e-08 eV/A
time-evolution test: half-width 0.0256 eV,
  chain 1441 atoms, time 217 fs
  max density difference 5.5e-07
two reference leads, max density difference 5.6e-14
zero bias: left bond -0.027385, right -0.015029 eV/A
biased:    left bond -0.024572, right -0.011209 eV/A
net force on atom: zero bias -0.012356, biased -0.013363 eV/A
bias-induced net force -0.001008 eV/A
  = -1.614 pN
electrons on atom: zero bias 0.6141, biased 1.1447
current 1.4110 uA, density 2258 MA/cm2
contour points: arc 40, line 120, Fermi poles 5
contour shift on doubling arc and line 2.7e-15 eV/A
165 real-axis points instead: worst error 2.0e-04 eV/A
step 0.020 eV: worst left-force error 3.1032e-03, law 3.1032e-03 eV/A
step 0.010 eV: worst left-force error 2.7899e-04, law 2.7899e-04 eV/A
step 0.005 eV: worst left-force error 2.2231e-06, law 2.2231e-06 eV/A
step 0.020 eV, right-lead reference:
  mesh point on resonance: force error 3.06e-05 eV/A
  same mesh: charge error 0.2232 electrons
  worst charge error over offsets 0.2232 electrons
left-lead reference: worst left-force error 2.12e-05 eV/A
mismatch of references at worst offset 3.1040e-03 eV/A
cost at relative left-force error 1e-4:
 stretch 0 A: half-width 7.691e-03 eV, step 5.052e-03 eV
   uniform 491 points, sinh 26 points, half-contour rel. error 3.7e-08
 stretch 1 A: half-width 1.039e-03 eV, step 6.839e-04 eV
   uniform 3626 points, sinh 34 points, half-contour rel. error 3.7e-08
 stretch 2 A: half-width 1.406e-04 eV, step 9.256e-05 eV
   uniform 26796 points, sinh 42 points, half-contour rel. error 3.7e-08
neglected: direct field force 0.002562 eV/A
rough charging energy 4.0 eV, over Gamma 261
rate-equation charge: free 1.169, no double 0.738
rough vibration 0.02 eV, over Gamma 1.30
bias-induced net force with one change (eV/A):
  atom moved +0.1 A -0.002316
  level raised 0.1 eV -0.008859
  temperature 300 K -0.000804
```
